Why a second pulse makes scattered tunnelling dipoles echo

**Result**

A tunnelling dipole has two low levels, represented by a Bloch vector. A first resonant pulse tips the vectors of many dipoles together. They then fan out, because their splittings differ, and the polarization dies. After a wait τ, a second pulse replaces part of each transverse vector by its mirror image: a vector that was ahead by some angle is now behind by the same angle. Its splitting has not changed, so it makes up that angle in a second wait τ. For short pulses of areas θ₁ and θ₂, the mean transverse vector at time t after the second pulse is

⟨S₊⟩ = −i w₀ sin θ₁ sin²(θ₂/2) G(t − τ). (1)

Here S₊ = Sx + iSy, w₀ is the thermal inversion, and G(s) = ⟨exp(iδs)⟩ is the mean phase factor over the detunings δ, with G(0) = 1. Equation (1) requires fixed splittings, a spread of δ much smaller than the Rabi frequency, and negligible relaxation. Unless θ₂ = 180°, the spread must also be smooth and much larger than 1/τ, so that G is negligible at τ and 2τ, and the equation then holds for times t around τ, when the signal that the second pulse produces directly has died.

**The dipole and its Bloch vector**

The charge sits in one of two wells, σz = ±1, with dipole ±p. With bias Δ, tunnel energy Δ₀ and field F at the dipole,

H = ½(Δσz + Δ₀σx) − pFσz.

Let E = √(Δ² + Δ₀²), and let s be the Pauli matrices of the energy basis, upper level at sz = +1. With a suitable phase of the eigenvectors,

σz = (Δ/E)sz + (Δ₀/E)sx,
σx = (Δ₀/E)sz − (Δ/E)sx.

Insertion gives Δσz + Δ₀σx = E sz, since the sx parts cancel. The field term becomes −pF[(Δ/E)sz + (Δ₀/E)sx]; its second part flips the dipole.

Write H = (ħ/2)W·s and S = ⟨s⟩. The commutators of the Pauli matrices give

dS/dt = W × S,

a rotation about W. For F = F₀ cos ωt the x component of W is −2Ω cos ωt, with

Ω = pF₀Δ₀/(ħE).

This is the sum of two vectors of length Ω turning in opposite senses about z. In a frame turning at ω one of them stands still along −x. The other turns at 2ω and nearly averages out, as does the oscillating z term. What remains is

W = (−Ω, 0, δ) in a pulse, W = (0, 0, δ) between pulses, δ = E/ħ − ω.

Both pulses have the same carrier phase. The polarization at the carrier frequency is p(Δ₀/E) Re[S₊exp(iωt)] per dipole. Thermal equilibrium is S = (0, 0, w₀), w₀ = −tanh(E/2kT).

**First pulse and first wait**

During a short pulse δ may be dropped beside Ω. The equations are dSy/dt = ΩSz and dSz/dt = −ΩSy, so an area θ = Ω × (pulse length) gives

Sy → Sy cos θ + Sz sin θ,
Sz → Sz cos θ − Sy sin θ. (2)

From equilibrium, the first pulse leaves S₊ = i w₀ sin θ₁ and Sz = w₀ cos θ₁. Between pulses dS₊/dt = iδS₊, so after the wait

S₊ = i w₀ sin θ₁ exp(iδτ).

The mean contains G(τ), which is nearly zero for a broad spread. Each vector still has its full length. Order among the phases is hidden, not destroyed, and this is what makes an echo possible.

**Three contributions of the second pulse**

By (2), the second pulse gives S₊ → Sx + i(Sy cos θ₂ + Sz sin θ₂). Insert Sx = (S₊ + S₊*)/2 and iSy = (S₊ − S₊*)/2, and use 1 ± cos θ₂ = 2cos²(θ₂/2) or 2sin²(θ₂/2):

S₊ → cos²(θ₂/2) S₊ + sin²(θ₂/2) S₊* + i sin θ₂ Sz.

After a further time t every term gains exp(iδt):

S₊ = i w₀ [ sin θ₁ cos²(θ₂/2) exp(iδ(t+τ))
  − sin θ₁ sin²(θ₂/2) exp(iδ(t−τ))
  + cos θ₁ sin θ₂ exp(iδt) ].

*The kept part* continues to fan out. Its mean contains G(t+τ), which is negligible.

*The mirrored part* has the old phase with reversed sign. The precession keeps its sense, so the new phase cancels the old one. At t = τ the cancellation holds for every δ at once, and the mean is (1).

*The fresh part* is tipped from Sz by the second pulse. It starts in phase and decays as G(t), so it is a signal just after that pulse and not an echo.

Their weights, in units of |w₀| and without sign, are:

- θ₁ = 90°, θ₂ = 180°: kept 0, mirrored 1, fresh 0.
- Both 90°: kept 0.50, mirrored 0.50, fresh 0.
- Both 120°: kept 0.22, mirrored 0.65, fresh 0.43.

The second pulse therefore need not be a π pulse. For equal areas the echo weight is f = ½ sin θ(1 − cos θ), with

df/dθ = ½(1 − cos θ)(1 + 2cos θ),

which vanishes at cos θ = −½. Hence 120° is best, with f = 3√3/8 = 0.65.

With two 90° pulses the vectors do not all meet. At t = τ, with φ = δτ,

S₊ = (i w₀/2)[exp(2iφ) − 1] = |w₀| sin φ exp(iφ).

The transverse tips lie on a circle with Sy = |w₀| sin²φ ≥ 0. None points backwards, and the mean is |w₀|/2. The echo is this mean, not a common direction.

**Three vectors followed**

Take short 90° and 180° pulses, τ = 3 µs, and detunings δ/2π of −0.10, 0.05 and 0.20 MHz. In 3 µs the vectors turn by 360° × 3 × (−0.10, 0.05, 0.20) = −108°, 54° and 216°. Their angles in the xy plane are:

- After pulse 1: −90°, −90°, −90°.
- Before pulse 2: 162°, −36°, 126°.
- After pulse 2: −162°, 36°, −126°.
- 3 µs later: 90°, 90°, 90°.

The second pulse changes the sign of each angle. The same turns of −108°, 54° and 216° then bring all three to 90°.

**Contribution of the pulse length**

Real pulses last a finite time, during which δ acts too. Let K = √(Ω² + δ²) and let φ₁ be K times the length of pulse 1. Rotation of (0, 0, w₀) about (−Ω, 0, δ) by φ₁ gives

S₊ = i w₀(Ω/K)[sin φ₁ + i(δ/K)(1 − cos φ₁)].

The bracket has phase arctan[(δ/K)tan(φ₁/2)], which is δ tan(θ₁/2)/Ω to first order in δ. The first pulse thus acts like extra waiting time tan(θ₁/2)/Ω.

For pulse 2, with φ₂ defined likewise, write the rotation matrix as R. The coefficient of S₊* is ½[Rxx − Ryy + i(Rxy + Ryx)]. Since the axis has no y component, Rxy = −Ryx, and the coefficient is the real number (Ω²/K²)sin²(φ₂/2). It adds no phase. Counted from the end of pulse 2, the echo of a narrow group, with |δ| tan(θ₁/2) much smaller than Ω, comes at

t = (free gap) + tan(θ₁/2)/Ω.

Take pulses of 0.10 and 0.20 µs with areas 90° and 180°, so Ω = (π/2)/0.10 = 15.7 rad/µs, or 2.5 MHz. With a free gap of 3.00 µs, the echo comes 3.00 + 0.064 = 3.064 µs after the end of pulse 2, or 3.164 µs after its centre. The centres of the pulses are 3.150 µs apart. "One pulse separation later" is thus off by 0.014 µs, 7% of the second pulse's length.

**Example: a narrow group**

Let E/h = 1 GHz, or 4.1 µeV, and T = 0.020 K. Then E/2kT = 1.20 and w₀ = −0.834. Let p = 0.05 e nm and Δ₀/E = 0.8. The pulses above need F₀ = ħΩ/(0.8p) = 2.6 V/cm, or 2.6 × 10⁻⁶ MV/cm.

Give δ/2π a Gaussian spread of 0.30 MHz, that is σ = 1.88 rad/µs. Then G(s) = exp(−σ²s²/2), and G(3 µs) = exp(−16), about 10⁻⁷. Summing the finite-pulse rotations over the group gives an echo of 0.822, which is 1.4% below |w₀|. The coefficient of S₊* explains the loss: for θ₂ = 180° it is 1 − δ²/Ω² to leading order, and the mean of δ²/Ω² is (0.30/2.5)² = 0.014.

**Example: a glass**

In a glass the splittings extend far beyond the pulse bandwidth, and the pulses themselves select which dipoles respond. The orientations are random too. A dipole at angle ϑ to the field has both Ω and its measured moment multiplied by cos ϑ. Reversing the dipole reverses both, so opposite dipoles add.

Let there be 5 × 10¹¹ dipoles per cm³ and per MHz of splitting, all with Δ₀/E = 0.8. Numerical integration of the rotations over δ and cos ϑ puts the echo 3.155 µs after the centre of pulse 2 on a time grid of 0.005 µs, and 3.157 µs on a grid of 0.001 µs. This lies about midway between the separation of 3.150 µs and the 3.164 µs of the narrow group with the same pulses. The echo polarization is 3.6 × 10⁻¹⁰ µC/cm² before relaxation. Since p(Δ₀/E) times the density is 3.2 × 10⁻¹⁰ µC/cm² per MHz, the echo is as large as if the dipoles in 1.1 MHz of splitting were all parallel to the field and had |S₊| = 1 in phase.

**What is not refocused**

*Changing splittings.* Suppose δ changes by η between the two waits. A phase ητ remains at the echo. For independent Gaussian η of standard deviation σ_η, the echo is multiplied by exp(−σ_η²τ²/2). It falls to 1/e at σ_η = √2/τ, which is 75 kHz for τ = 3 µs. The second pulse removes the effect of a spread that stays the same in both waits, but not that of random differences between them. Nor does it remove a shift caused by a neighbouring dipole that the pulse also flips, because that shift changes sign between the waits.

*Transverse decay.* If S₊ decays at rate 1/T₂, mirroring cannot restore its length. With a rough T₂ of 15 µs, the factor is exp(−6.06/15) = 0.67. Solving the damped Bloch equations for the narrow group, including decay during the pulses, gives 0.66. Applied to the glass, this leaves about 2.4 × 10⁻¹⁰ µC/cm².

*Emission and absorption of phonons.* A strain e adds γeσz to H, whose flipping part is γe(Δ₀/E)sx. For one phonon mode in a volume V the squared strain element for emission is ħω(n+1)/(2ρVv²), with n the thermal phonon number, ρ the density and v the sound speed. The mode density is Vω²/(2π²v³). The golden rule, with emission and absorption added, gives

1/T₁ = Σ γ²ω³(Δ₀/E)²(2n+1)/(2πρħv⁵),

summed over one longitudinal and two transverse branches, with 2n + 1 = 1/|w₀|. Rough silica values (γ = 1.0 and 0.65 eV, v = 5.8 and 3.8 km/s, ρ = 2200 kg/m³) give T₁ ≈ 250 µs, far longer than the sequence.

*Dropped field terms.* The counter-rotating field, detuned by about 2ω, shifts the precession by Ω²/(4ω), or 1.6 kHz, during the pulses. Following the narrow group in the well basis under the full oscillating field changes ⟨S₊⟩ at the echo by 5 × 10⁻⁴ when both pulses start at a field maximum and last whole cycles. Other carrier phases at switch-on give changes up to about 10⁻². These are almost entirely changes of phase: the echo height moves by less than 10⁻⁵.

*Coupling among excited dipoles.* About 5 × 10¹¹ × 2.5 = 1.25 × 10¹² dipoles per cm³ lie within the pulse bandwidth. With relative permittivity 3.8, their typical coupling p²n_d/(4πε₀ε_r h), n_d being this density, is 0.29 kHz. Over 6 µs this is a phase of about 0.01 rad. This is only an order of magnitude. For randomly placed neighbours coupled as 1/r³ the close ones dominate, and the loss of echo is linear in this number rather than quadratic. With the factors for angle, bias and flipping included it is about 3 to 4%. The elastic coupling through strain, of scale γ²/(ρv²), is of the same order as the electric one and is left out of this estimate.

Of the losses given a size for this example, transverse decay, with its assumed T₂, is the largest. The loss from changing splittings depends on σ_η, which is not estimated here.

**Beside a real glass**

The parameters lie in the rough regime of silica containing hydroxyl, but they are not a fit to a sample. A single tunnel ratio is a simplification. Replace it by the standard tunnelling-model density, proportional to 1/(u√(1−u²)) with u = Δ₀/E, keeping the field and the density prefactor fixed. The computed echo grows by a factor 1.37; the number of dipoles is not held fixed in this comparison. The echo also depends on T₂: halving it to 7.5 µs lowers the exponential factor from 0.67 to 0.45. A fixed exponential T₂ is itself a simplification. In real glasses at these temperatures much of the measured decay comes from splittings shifted by thermally flipping neighbours, so it overlaps with the loss from changing splittings and need not be exponential. Warming reduces the echo through w₀ even if nothing else changes: at 1 K, |w₀| is only 0.024. Finally, F₀ is the field at the dipole; the applied field differs by a local-field factor, which must be known before a pulse area can be calculated from a voltage.
